\section*{Negative and Positive Capacitors in Series: Total Capacitance and Voltage-Controlled Stability}

\section*{Problem}

A ferroelectric layer has, near zero charge, a negative slope of charge against voltage. In that range it is described by a capacitance per area $C_1=-4\ \mu\mathrm{F/cm^2}$. It is connected in series with an ordinary dielectric capacitor of $C_2=+2\ \mu\mathrm{F/cm^2}$. Both have the same area, neither leaks, and the node between them starts without net charge. The charge is uniform over the area until part (f).

\begin{enumerate}
\item[(a)] Find the total capacitance per area $C$.
\item[(b)] An ideal source applies $V=0.1$ V to the pair. Find the equilibrium charge, the voltage across each capacitor and the energy stored in each.
\item[(c)] Decide from the energy whether this equilibrium is stable while the source holds $V$ fixed. Do the same for the negative capacitor connected to the source alone.
\item[(d)] The circuit has a series resistance $R=1\ \Omega\,\mathrm{cm^2}$ (resistance times area). Find how a small disturbance of the charge develops in time, and for which positive values of $C_2$ the pair is stable.
\item[(e)] Let the ferroelectric obey $V_1=Q/C_1+bQ^3$ with $b=0.01\ \mathrm{V/(\mu C/cm^2)^3}$. Find where the charge of an unstable ferroelectric goes, and how far the linear answers hold.
\item[(f)] Examine whether the result of (c) survives if the charge may differ between two halves of the ferroelectric, with and without a metal sheet between the layers. Examine also the effect of a small leakage.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Total capacitance}

Let $Q$ be the charge per area that the source has delivered to the outer plate of the first capacitor. Its inner plate then carries $-Q$. If the facing plate of the second capacitor carries $Q_2$, neutrality of the node between them requires
\begin{equation}
-Q+Q_2=0,\qquad\text{so}\qquad Q_2=Q .
\end{equation}
This argument uses conservation of charge and makes no reference to the sign of either capacitance. Each voltage is counted from the plate with charge $+Q$ to the plate with charge $-Q$:
\begin{equation}
V_1=\frac{Q}{C_1},\qquad V_2=\frac{Q}{C_2}.
\end{equation}
The two voltages add up to the voltage across the pair,
\begin{equation}
V=V_1+V_2=Q\left(\frac1{C_1}+\frac1{C_2}\right).
\end{equation}
The total capacitance is defined by $Q=CV$, hence
\begin{equation}
\frac1C=\frac1{C_1}+\frac1{C_2},\qquad C=\frac{C_1C_2}{C_1+C_2}.
\label{eq:series}
\end{equation}
With the given values,
\begin{equation}
C=\frac{(-4)(2)}{-4+2}\ \mu\mathrm{F/cm^2}=\frac{-8}{-2}\ \mu\mathrm{F/cm^2}=+4\ \mu\mathrm{F/cm^2}.
\end{equation}

The total is positive and larger than $C_2$. Two positive capacitors cannot do this: there $1/C$ is larger than $1/C_2$, so $C$ is smaller than $C_2$. Here the first term in $1/C$ is negative and subtracts from the second.

Two limits check the formula. For $C_2\to0^+$ the term $1/C_2$ dominates and $C\to C_2$: the small positive capacitor governs the pair. For $C_2\to\infty$ the second capacitor takes no voltage, acts as a wire, and $C\to C_1$.

\subsection*{(b) Charge, voltages and energies}

The equilibrium charge is
\begin{equation}
Q=CV=4\times0.1\ \mu\mathrm{C/cm^2}=0.4\ \mu\mathrm{C/cm^2},
\end{equation}
and the voltages are
\begin{equation}
V_1=\frac{0.4}{-4}\ \mathrm V=-0.1\ \mathrm V,\qquad
V_2=\frac{0.4}{2}\ \mathrm V=+0.2\ \mathrm V .
\end{equation}
Their sum is the applied 0.1 V. If the far plate of the second capacitor is grounded, the source terminal is at 0.1 V and the node between the capacitors is at 0.2 V. The positive capacitor thus receives twice the source voltage. In general
\begin{equation}
\frac{V_2}{V}=\frac{C}{C_2}=\frac{C_1}{C_1+C_2}=\frac{|C_1|}{|C_1|-C_2},
\label{eq:gain}
\end{equation}
where the last form follows from $C_1=-|C_1|$ after changing the sign of numerator and denominator.

The energy needed to charge a linear capacitor, measured from its uncharged state, is
\begin{equation}
U_i=\int_0^Q\frac{q}{C_i}\,dq=\frac{Q^2}{2C_i}.
\end{equation}
Therefore
\begin{align}
U_1&=\frac{0.4^2}{2(-4)}\ \mu\mathrm{J/cm^2}=-0.02\ \mu\mathrm{J/cm^2},\\
U_2&=\frac{0.4^2}{2(2)}\ \mu\mathrm{J/cm^2}=+0.04\ \mu\mathrm{J/cm^2}.
\end{align}
The negative sign of $U_1$ means that the ferroelectric has less energy than it had at $Q=0$. It gives up energy that was present in its uncharged state, and this energy goes to the rest of the circuit. The stored total is $0.02\ \mu\mathrm{J/cm^2}$, equal to $CV^2/2$. The voltage gain therefore creates no energy.

\subsection*{(c) Stability from the energy}

A positive total capacitance suggests stability, but the criterion has to come from the energy of everything that can change, including the source. When the source delivers charge $Q$ at fixed voltage, its own energy falls by $QV$. The relevant energy per area is
\begin{equation}
G(Q)=\frac{Q^2}{2C_1}+\frac{Q^2}{2C_2}-QV=\frac{Q^2}{2C}-QV .
\end{equation}
Its first derivative vanishes at equilibrium:
\begin{equation}
\frac{dG}{dQ}=\frac QC-V=0,\qquad Q=CV .
\end{equation}
This condition holds at a minimum and at a maximum alike. The second derivative separates the two:
\begin{equation}
\frac{d^2G}{dQ^2}=\frac1{C_1}+\frac1{C_2}
=\left(-\frac14+\frac12\right)\frac{\mathrm{cm^2}}{\mu\mathrm F}
=+\frac14\ \frac{\mathrm{cm^2}}{\mu\mathrm F}.
\end{equation}
It is positive, so $G$ has a minimum and the pair is stable under voltage control against uniform changes of charge.

For the negative capacitor alone the term $1/C_2$ is absent and
\begin{equation}
\frac{d^2G}{dQ^2}=\frac1{C_1}=-\frac14\ \frac{\mathrm{cm^2}}{\mu\mathrm F}.
\end{equation}
Its equilibrium is a maximum of $G$, and any small change of charge lowers the energy further. It is unstable.

The difference lies in what is held fixed. The source fixes the voltage across the pair but not the voltage across the ferroelectric. If $Q$ rises by $\delta Q$, the ferroelectric voltage changes by $-\delta Q/|C_1|$, which favours a further rise. The dielectric voltage changes by $+\delta Q/C_2$, which opposes it. With the given values the opposing change is twice as large.

\subsection*{(d) Development in time and the condition on $C_2$}

The current per area is $dQ/dt$. The source voltage is shared between the resistor and the pair:
\begin{equation}
V=R\frac{dQ}{dt}+\frac QC .
\label{eq:ode}
\end{equation}
Write $Q=CV+\delta Q$. The constant part cancels $V$, which leaves
\begin{equation}
\frac{d\,\delta Q}{dt}=-\frac{\delta Q}{RC},\qquad
\delta Q(t)=\delta Q(0)\,e^{st},\qquad s=-\frac1{RC}.
\end{equation}
For $R>0$ the disturbance decays if $C>0$ and grows if $C<0$. This agrees with the energy criterion, because $d^2G/dQ^2=1/C$. Here $RC=4\ \mu\mathrm s$. On charging from zero, $\delta Q(0)=-CV$, so after one time constant the charge is
\begin{equation}
Q=CV\left(1-e^{-1}\right)=0.253\ \mu\mathrm{C/cm^2}.
\end{equation}

The resistor also completes the energy balance. During charging the current is $(V/R)e^{-t/RC}$, and the heat produced is
\begin{equation}
\int_0^\infty R\,\frac{V^2}{R^2}\,e^{-2t/RC}\,dt=\frac{V^2}{R}\,\frac{RC}{2}=\frac{CV^2}{2}.
\end{equation}
The source supplies $QV=CV^2=0.04\ \mu\mathrm{J/cm^2}$. Half of it is stored and half becomes heat, as for an ordinary capacitor of the same $C$.

For general $C_2>0$ and $C_1<0$, stability requires
\begin{equation}
\frac1{C_2}-\frac1{|C_1|}>0
\qquad\Longleftrightarrow\qquad C_2<|C_1| .
\end{equation}
The second form follows on multiplying by the positive product $C_2|C_1|$. The positive capacitor must therefore be smaller than $4\ \mu\mathrm{F/cm^2}$. The following values come from following the two capacitor voltages in time, without use of Eq.~(\ref{eq:series}) in the time integration:

\begin{center}
\begin{tabular}{cccc}
$C_2$ ($\mu\mathrm{F/cm^2}$) & $C$ ($\mu\mathrm{F/cm^2}$) & $s$ ($1/\mu\mathrm s$) & state\\
1 & 1.33 & $-0.750$ & stable\\
2 & 4.00 & $-0.250$ & stable\\
3 & 12.00 & $-0.083$ & stable\\
5 & $-20.00$ & $+0.050$ & unstable\\
8 & $-8.00$ & $+0.125$ & unstable
\end{tabular}
\end{center}

The column for $C$ is Eq.~(\ref{eq:series}), and the rates found from the time integration agree with $-1/(RC)$. At $C_2=4\ \mu\mathrm{F/cm^2}$ a disturbance at $V=0$ neither grows nor decays in the linear model, since the two voltage changes cancel.

As $C_2$ approaches $|C_1|$ from below, both $C$ and the gain in Eq.~(\ref{eq:gain}) increase without limit in this linear model. The cost is a slower response, because $RC$ grows in proportion to $C$, and a greater sensitivity to the component values. Differentiating $1/C=1/C_1+1/C_2$ gives
\begin{equation}
\frac{dC}{C}=\frac{C}{C_1}\frac{dC_1}{C_1}+\frac{C}{C_2}\frac{dC_2}{C_2}
=-\frac{dC_1}{C_1}+2\,\frac{dC_2}{C_2},
\end{equation}
where the last form holds for the values of the problem. A small relative increase of $C_2$ appears doubled in $C$.

\subsection*{(e) The nonlinear ferroelectric}

A capacitor with $Q=C_1V_1$ and $C_1<0$ at every charge would have an energy that falls without limit. The cubic term prevents this. Integrating $V_1$ over the charge gives
\begin{equation}
U_1(Q)=-\frac{Q^2}{2|C_1|}+\frac b4Q^4 .
\end{equation}
For the ferroelectric alone at $V=0$, the equilibria satisfy
\begin{equation}
\frac{dU_1}{dQ}=Q\left(-\frac1{|C_1|}+bQ^2\right)=0,
\end{equation}
so that $Q=0$ or
\begin{equation}
Q=\pm\frac1{\sqrt{b|C_1|}}=\pm\frac{1}{\sqrt{0.01\times4}}\ \mu\mathrm{C/cm^2}=\pm5\ \mu\mathrm{C/cm^2}.
\end{equation}
The second derivative is $-1/|C_1|+3bQ^2$. At $Q=0$ it is negative. At the other two points $bQ^2=1/|C_1|$, and it equals $+2/|C_1|$. The runaway of the lone ferroelectric therefore ends in one of two polarized states, where its local capacitance is positive.

In series with $C_2$, the equilibrium condition becomes
\begin{equation}
V=\frac QC+bQ^3 .
\label{eq:nonlin}
\end{equation}
The second derivative of the energy is now $1/C+3bQ^2$, which is positive for every $Q$ when $C>0$. There is then one equilibrium for each voltage, and it is stable against uniform changes. At $V=0$ it lies at $Q=0$, the state that is a maximum for the ferroelectric alone.

At $V=0.1$ V the solution of Eq.~(\ref{eq:nonlin}) is $Q=0.3975\ \mu\mathrm{C/cm^2}$, about 0.6\% below the linear value of $0.4\ \mu\mathrm{C/cm^2}$. The linear treatment is adequate at this voltage. The slope of $V_1$ stays negative while
\begin{equation}
|Q|<\frac1{\sqrt{3b|C_1|}}=2.89\ \mu\mathrm{C/cm^2}.
\end{equation}
Beyond this charge the ferroelectric acts as a positive capacitor for small changes, and the pair no longer exceeds $C_2$ in its small-signal capacitance. This charge is reached at $V=0.96$ V, where the linear result $CV=3.85\ \mu\mathrm{C/cm^2}$ is a third too high. The charge is already 5\% below the linear value at $V=0.30$ V. The value $C=4\ \mu\mathrm{F/cm^2}$ is thus a small-signal value near zero charge.

\subsection*{(f) Non-uniform charge and leakage}

Divide the ferroelectric into two equal halves with charges per area $q_a$ and $q_b$, and return to the linear model.

\paragraph{With a metal sheet.} A floating metal sheet between the layers has one potential. The dielectric then has the same voltage everywhere and carries a uniform charge. Neutrality of the sheet makes this charge equal to the mean $(q_a+q_b)/2$. The energy per total area is
\begin{equation}
G=\frac{q_a^2+q_b^2}{4C_1}+\frac1{2C_2}\left(\frac{q_a+q_b}{2}\right)^2-V\,\frac{q_a+q_b}{2}.
\end{equation}
The first denominator is $4C_1$ because each half contributes $q^2/(2C_1)$ with weight $1/2$. For equal changes, $\delta q_a=\delta q_b=x$, the quadratic part is
\begin{equation}
\frac{x^2}{2C_1}+\frac{x^2}{2C_2},
\end{equation}
with curvature $+0.25\ \mathrm{cm^2}/\mu\mathrm F$, as in (c). For opposite changes, $\delta q_a=-\delta q_b=x$, the mean does not change and the dielectric contributes nothing. What remains is
\begin{equation}
\frac{x^2}{2C_1},
\end{equation}
with curvature $-0.25\ \mathrm{cm^2}/\mu\mathrm F$. The uniform state is then unstable: charge moves along the metal from one half to the other while the source voltage and the total charge stay fixed.

With the cubic term of (e) and $V=0$, this process can lower the energy until the halves carry $+5$ and $-5\ \mu\mathrm{C/cm^2}$. Each half is then at a minimum of its own energy, and the dielectric is uncharged.

Two separate components joined by a wire are in this situation, since the wire connects metal plates. The stability found in (c) applies to them if something keeps the ferroelectric charge uniform. Suppose that a difference between the halves costs an additional energy $\kappa(q_a-q_b)^2/2$. For opposite changes this is $\kappa(2x)^2/2=2\kappa x^2$, which adds $4\kappa$ to the curvature. The uniform state is stable in this two-half model if
\begin{equation}
4\kappa>\frac1{|C_1|}.
\end{equation}

In a real film this cost comes from the gradient of the polarization and falls as the inverse square of the lateral size. For a 10 nm film with this $C_1$, a background permittivity of 25 and a gradient coefficient of $10^{-10}$ to $10^{-9}\ \mathrm{J\,m^3/C^2}$, it keeps the charge uniform only for lateral sizes below about 1 to 2.5 nm, so capacitors of ordinary size joined by metal do not meet the condition.

\paragraph{Without a metal sheet.} Let the dielectric lie directly on the ferroelectric, and let the halves be much wider than the layers are thick, so that fringing fields can be neglected. Each half is then a series pair of its own:
\begin{equation}
G=\frac12\sum_{i=a,b}\left(\frac{q_i^2}{2C_1}+\frac{q_i^2}{2C_2}-q_iV\right).
\end{equation}
Equal and opposite changes now both have curvature $1/C_1+1/C_2=+0.25\ \mathrm{cm^2}/\mu\mathrm F$, and the uniform state is stable against both. This holds only for wide regions. For narrow domains the fringing fields close inside the layers, the restoring effect of the dielectric weakens, and such domains are the ones that can make the uniform state unstable. As an illustration, take a film 5 to 10 nm thick with the present $C_1$ and $C_2$, a background permittivity of 7 to 25, and a gradient energy $g(\nabla P)^2/2$ with $g\le10^{-9}\ \mathrm{J\,m^3/C^2}$. Stripe domains narrower than about one to three film thicknesses then lower the energy. A larger gradient energy ($g=10^{-8}\ \mathrm{J\,m^3/C^2}$ suffices in this example) is needed to keep the charge uniform. The condition $C_2<|C_1|$ is therefore necessary but not sufficient.

\paragraph{Leakage.} Let small conductances per area $g_1$ and $g_2$ act in parallel with the capacitors, and consider times long compared with $RC$, so that the voltage across $R$ is negligible. In a stationary state the same leakage current flows through both elements, so $g_1V_1=g_2V_2$. For $V\neq0$ the two stationary voltages then have the same sign, unlike those in (b), so the state of (b) is no longer stationary. Deviations $v_1$ and $v_2$ from the stationary voltages satisfy $v_1=-v_2$, because their sum is fixed by the source. The same current passes through both elements:
\begin{equation}
C_1\frac{dv_1}{dt}+g_1v_1=C_2\frac{dv_2}{dt}+g_2v_2 .
\end{equation}
Inserting $v_1=-v_2$ and collecting terms gives
\begin{equation}
(C_1+C_2)\frac{dv_2}{dt}=-(g_1+g_2)\,v_2 .
\end{equation}
Here $C_1+C_2=-2\ \mu\mathrm{F/cm^2}$ is negative, so $v_2$ grows, with time constant $|C_1+C_2|/(g_1+g_2)$. Leakage allows the charge of the middle node to change, and this removes the constraint on which (a) and (c) rest. If its charge stays uniform, the pair can be used as a stable capacitor for times long compared with $RC$ and short compared with this leakage time.

\subsection*{Answer}

The total capacitance is $+4\ \mu\mathrm{F/cm^2}$, or $0.04\ \mathrm{F/m^2}$. Under voltage control the pair is stable against uniform changes of charge because $C_2<|C_1|$, whereas the negative capacitor alone is unstable. This stability is lost to non-uniform charge when a metal sheet joins the layers, can be lost to narrow domains without one, and lasts only for times short compared with the leakage time.

\section*{Numbers as computed}
\begin{verbatim}
C1 = -4.0 uF/cm^2, C2 = 2.0 uF/cm^2
Source voltage V = 0.10 V, resistance R = 1.0 ohm cm^2
Total capacitance, formula: 4.0000 uF/cm^2
Total capacitance, simulated charge/V: 4.0000 uF/cm^2
Final charge: 0.4000 uC/cm^2
Final V1 = -0.1000 V, final V2 = 0.2000 V
Time constant RC = 4.00 us, charge then: 0.2528 uC/cm^2
Energy in C1: -0.0200, in C2: 0.0400, total: 0.0200 uJ/cm^2
Disturbance exp(s*t) at V = 0:
  C2 = 1: C = 1.3333 uF/cm^2, s = -0.7500 1/us, stable
  C2 = 2: C = 4.0000 uF/cm^2, s = -0.2500 1/us, stable
  C2 = 3: C = 12.0000 uF/cm^2, s = -0.0833 1/us, stable
  C2 = 5: C = -20.0000 uF/cm^2, s = 0.0500 1/us, unstable
  C2 = 8: C = -8.0000 uF/cm^2, s = 0.1250 1/us, unstable
  C2 = 4: disturbance ratio after 8 us = 1.0000 (boundary)
Cubic coefficient b = 0.01 V/(uC/cm^2)^3
Curvature at Q = 0, C1 alone: -0.2500 cm^2/uF
Curvature at Q = 0, series pair: 0.2500 cm^2/uF
Minima at V = 0, C1 alone: -5.00 and 5.00 uC/cm^2
Minimum at V = 0, series pair: 0.00 uC/cm^2
Small-signal C of nonlinear pair: 4.0000 uF/cm^2
Charge of nonlinear pair at V: 0.3975 uC/cm^2
Negative slope of V1 ends at |Q| = 2.8868 uC/cm^2
Curvature for equal / opposite changes of the two halves:
  metal sheet: 0.2500 / -0.2500 cm^2/uF
  no sheet: 0.2500 / 0.2500 cm^2/uF
\end{verbatim}
